# Why Fixed-Density Poisson Iteration Becomes Unstable in an Inversion Layer: verification in Python

```python
"""
Result under test: fixed-density Schrodinger-Poisson iteration with mixing
    phi -> phi + alpha*(phi_out - phi)
is locally stable exactly for 0 < alpha < 2/(1 + lambda_max), where lambda_max
is the largest eigenvalue of  chi v = lambda K v.
K   : discrete Poisson operator (electrostatic stiffness), 1/(nm^2 V)
chi : d(electron number per area at a node)/d(phi), 1/(nm^2 V)
phi : electrostatic potential in V; Fermi level at 0 eV; lengths in nm.
Model: gate | oxide | body with one subband ladder | ground plane at phi = 0.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

q = const.e
EPS0 = const.epsilon_0 / q * 1e-9                 # 1/(V nm)
HB2M = const.hbar**2 / const.m_e / q * 1e18       # hbar^2/m_e in eV nm^2
TEMP = 300.0
KT = const.k * TEMP / q                           # eV
EPS_OX, EPS_BODY = 4.0, 12.0
BODY = 30.0                                       # nm
ACCEPTORS = 1e-4                                  # 1/nm^3
M_CONF, M_PLANE, VALLEYS = 0.9, 0.2, 2
EDGE = 1.0                                        # band edge at phi = 0, eV
DOS = VALLEYS * M_PLANE / (np.pi * HB2M)          # 1/(eV nm^2), with spin
TO_CM2 = 1e14                                     # 1/nm^2 to 1/cm^2
TO_UF = q * 1e14 * 1e6                            # 1/(nm^2 V) to uF/cm^2


class Device:
    def __init__(self, t_ox, h):
        self.t_ox, self.h = t_ox, h
        n = int(round((t_ox + BODY) / h)) - 1
        self.x = -t_ox + h * np.arange(1, n + 1)
        mid = -t_ox + h * (np.arange(n + 1) + 0.5)
        link = EPS0 * np.where(mid < 0, EPS_OX, EPS_BODY) / h
        self.K = (np.diag(link[:-1] + link[1:])
                  - np.diag(link[1:-1], 1) - np.diag(link[1:-1], -1))
        self.G = np.linalg.inv(self.K)
        self.gate = np.zeros(n)
        self.gate[0] = link[0]
        self.inside = self.x > h / 2
        self.fixed = ACCEPTORS * h * (self.inside
                                      + 0.5 * (np.abs(self.x) < h / 2))

    def states(self, phi):
        hop = HB2M / (2 * M_CONF * self.h**2)
        diagonal = 2 * hop + EDGE - phi[self.inside]
        E, C = eigh_tridiagonal(diagonal, -hop * np.ones(len(diagonal) - 1))
        return E, C, DOS * KT * np.logaddexp(0, -E / KT)

    def density(self, phi):
        E, C, N = self.states(phi)
        s = np.zeros(len(phi))
        s[self.inside] = C**2 @ N
        return s

    def response(self, phi):
        # pairs of two empty states are dropped; mixed pairs count twice
        E, C, N = self.states(phi)
        k = int(np.sum(N > 1e-13 * N[0]))
        dE = E[:k, None] - E[None, :]
        np.fill_diagonal(dE, 1.0)
        W = (N[:k, None] - N[None, :]) / dE
        W[np.arange(k), np.arange(k)] = -DOS * expit(-E[:k] / KT)
        W[:, k:] *= 2
        B = (C[:, :k, None] * C[:, None, :]).reshape(len(E), -1)
        chi = np.zeros_like(self.K)
        chi[np.ix_(self.inside, self.inside)] = -(B * W.ravel()) @ B.T
        return chi

    def empty(self, vg):
        return self.G @ (self.gate * vg - self.fixed)

    def output(self, phi, vg):
        return self.G @ (self.gate * vg - self.fixed - self.density(phi))

    def solve(self, vg, start=None):
        # Newton method with step halving on the fixed-point residual
        phi = self.empty(vg) if start is None else start.copy()
        r = self.output(phi, vg) - phi
        for _ in range(200):
            step = np.linalg.solve(self.K + self.response(phi), self.K @ r)
            size = np.linalg.norm(r)
            if size < 1e-8:
                return phi + step
            t = 1.0
            while t > 1e-10:
                trial = phi + t * step
                r_trial = self.output(trial, vg) - trial
                if np.linalg.norm(r_trial) < size:
                    break
                t /= 2
            phi, r = trial, r_trial
        raise RuntimeError("Newton method did not converge")

    def modes(self, phi):
        return eigh(self.response(phi), self.K)

    def lam(self, phi):
        return self.modes(phi)[0][-1]

    def iterate(self, vg, start, alpha, steps):
        path = [start.copy()]
        for _ in range(steps):
            p = path[-1]
            path.append(p + alpha * (self.output(p, vg) - p))
        return np.array(path)

    def capacitances(self, phi):
        E, C, N = self.states(phi)
        s = self.density(phi)
        center = self.x @ s / s.sum()
        c_q = DOS * expit(-E / KT).sum()
        c_g = EPS0 / (self.t_ox / EPS_OX + center / EPS_BODY)
        c_b = EPS0 * EPS_BODY / (BODY - center)
        return center, c_q, c_g, c_b


def errors(path, target):
    return np.linalg.norm(path - target, axis=1)


dev = Device(2.0, 0.25)
print(f"kT = {KT*1e3:.3f} meV; density of states = {DOS*TO_CM2:.4e} /(eV cm^2)")
print(f"mesh step = {dev.h} nm; oxide = {dev.t_ox} nm; body = {BODY} nm")
print("Sweep: V_G (V), N_s (1e12/cm^2), lambda_max, alpha_c")
for v in (1.0, 1.2, 1.4, 1.6, 2.0, 2.5):
    p = dev.solve(v)
    l = dev.lam(p)
    print(f"  {v:.1f}  {dev.density(p).sum()*TO_CM2/1e12:.4e}"
          f"  {l:.4e}  {2/(1+l):.4f}")

# Onset of instability of the unmixed iteration
v_on = brentq(lambda v: np.log(dev.lam(dev.solve(v))), 1.0, 1.8, xtol=1e-6)
p_on = dev.solve(v_on)
n_on = dev.density(p_on).sum()
_, cq_on, cg_on, cb_on = dev.capacitances(p_on)
n_est = KT * (cg_on + cb_on)
assert abs(n_est / n_on - 1) < 0.25       # thin-layer, nondegenerate estimate
for shift in (-0.02, 0.02):
    p = dev.solve(v_on + shift)
    e = errors(dev.iterate(v_on + shift, p + 1e-6, 1.0, 40), p)
    assert e[-1] < 1e-3 * e[0] if shift < 0 else e[-1] > 100 * e[0]
print(f"Onset lambda_max=1: V_G = {v_on:.4f} V, N_s = {n_on*TO_CM2:.3e} /cm^2")
print(f"Onset N_s, capacitance estimate = {n_est*TO_CM2:.3e} /cm^2")

# Working point in strong inversion
VG = 2.0
sol = dev.solve(VG)
again = dev.solve(VG, np.zeros_like(sol))
assert np.max(np.abs(sol - again)) < 1e-8          # same solution, other start
chi = dev.response(sol)
direction = np.random.default_rng(1).normal(size=len(sol))
d = 1e-5
numeric = (dev.density(sol + d*direction) - dev.density(sol - d*direction))/(2*d)
assert np.linalg.norm(numeric - chi @ direction) < 1e-5*np.linalg.norm(numeric)
lams, vecs = dev.modes(sol)
lam, mode = lams[-1], vecs[:, -1]
assert lams[0] > -1e-9 and lam > 1
alpha_c, alpha_opt = 2 / (1 + lam), 2 / (2 + lam)
E, _, N = dev.states(sol)
n_s = dev.density(sol).sum()
print(f"Working point V_G = {VG} V: N_s = {n_s*TO_CM2:.4e} /cm^2")
print(f"Lowest subband energies minus E_F = {E[0]*1e3:.2f}, {E[1]*1e3:.2f} meV")
print(f"lambda_max = {lam:.4f}; second eigenvalue = {lams[-2]:.4f}")
print(f"alpha_c = {alpha_c:.5f}; alpha_opt = {alpha_opt:.5f}")

# Amplification seen in the real nonlinear iteration
e = errors(dev.iterate(VG, sol + 1e-9, 1.0, 4), sol)
gain = e[4] / e[3]
assert abs(gain / lam - 1) < 0.01
print(f"Measured error gain per unmixed step = {gain:.4f}")
e = errors(dev.iterate(VG, sol + 1e-8, 1.05 * alpha_c, 100), sol)
growth = (e[100] / e[80])**(1 / 20)
assert abs(growth - abs(1 - 1.05 * alpha_c * (1 + lam))) < 0.002
e = errors(dev.iterate(VG, sol + 1e-3, 0.95 * alpha_c, 300), sol)
assert e[-1] < 1e-4 * e[0]
print(f"Growth per step at 1.05 alpha_c = {growth:.4f}")
print(f"Error left after 300 steps at 0.95 alpha_c = {e[-1]/e[0]:.2e} of start")


def measured_rate(alpha):
    err = errors(dev.iterate(VG, sol + 1e-3, alpha, 100), sol)
    return (err[100] / err[60])**(1 / 40)


best = measured_rate(alpha_opt)
low, high = measured_rate(0.8 * alpha_opt), measured_rate(1.05 * alpha_opt)
assert abs(best - lam / (2 + lam)) < 0.01 and best < min(low, high)
print(f"Rate at alpha_opt: measured {best:.4f}, formula {lam/(2+lam):.4f}")
print(f"Measured rate at 0.8 and 1.05 alpha_opt = {low:.4f}, {high:.4f}")

# Unmixed iteration ends in a bounded two-cycle
path = dev.iterate(VG, sol + 1e-3, 1.0, 60)
swing = np.max(np.abs(path[-1] - path[-2]))
assert np.max(np.abs(path[-1] - path[-3])) < 1e-8 and swing > 1
void = dev.empty(VG)
assert min(np.max(np.abs(path[-1]-void)), np.max(np.abs(path[-2]-void))) < 1e-6
print(f"Two-cycle of unmixed iteration: largest swing = {swing:.3f} V")

# Screening of a gate change by the same eigenvalue
dv = 0.002
dphi = (dev.solve(VG + dv) - dev.solve(VG - dv)) / (2 * dv)
screen = (mode @ dev.K @ dphi) / (mode @ dev.gate)
assert abs(screen * (1 + lam) - 1) < 0.01
print(f"Gate response of leading mode / frozen-density response = {screen:.5f}")
print(f"1/(1+lambda_max) = {1/(1+lam):.5f}")

# Capacitance estimate, oxide thickness and mesh
center, c_q, c_g, c_b = dev.capacitances(sol)
estimate = c_q / (c_g + c_b)
assert abs(estimate / lam - 1) < 0.25              # thin-layer approximation
print(f"Charge centroid = {center:.3f} nm from the oxide")
print(f"C_Q, C_g, C_b = {c_q*TO_UF:.3f}, {c_g*TO_UF:.3f}, {c_b*TO_UF:.3f} uF/cm^2")
print(f"Capacitance estimate of lambda_max = {estimate:.3f}")
thick = Device(4.0, 0.25)
v4 = brentq(lambda v: thick.density(thick.solve(v)).sum() - n_s, 1.2, 5.0,
            xtol=1e-6)
lam4 = thick.lam(thick.solve(v4))
assert lam4 > lam
print(f"4 nm oxide, same N_s: V_G = {v4:.4f} V, lambda_max = {lam4:.4f}")
fine = Device(2.0, 0.125)
lam_fine = fine.lam(fine.solve(VG))
assert abs(lam_fine / lam - 1) < 0.02              # discretization error
print(f"lambda_max with mesh step {fine.h} nm = {lam_fine:.4f}")

# Start far from the solution: electron-free potential
lam_void = dev.lam(void)
assert lam_void > lam
alpha_safe = 1.5 / (1 + lam_void)
e_safe = np.max(np.abs(dev.iterate(VG, void, alpha_safe, 1000)[-1] - sol))
assert e_safe < 1e-3
e_local = np.max(np.abs(dev.iterate(VG, void, 0.95*alpha_c, 400)[-1] - sol))
print(f"lambda_max at electron-free start = {lam_void:.3f}")
print(f"From that start, alpha = {alpha_safe:.5f}, 1000 steps:"
      f" largest error {e_safe:.2e} V")
print(f"From that start, alpha = 0.95 alpha_c, 400 steps:"
      f" largest error {e_local:.2e} V")
print("OK")
```

Printed output:

```
kT = 25.852 meV; density of states = 1.6709e+14 /(eV cm^2)
mesh step = 0.25 nm; oxide = 2.0 nm; body = 30.0 nm
Sweep: V_G (V), N_s (1e12/cm^2), lambda_max, alpha_c
  1.0  2.4767e-04  8.1403e-04  1.9984
  1.2  8.0206e-02  2.6022e-01  1.5870
  1.4  1.1109e+00  3.2365e+00  0.4721
  1.6  2.6822e+00  6.7053e+00  0.2596
  2.0  6.1504e+00  1.1437e+01  0.1608
  2.5  1.0689e+01  1.4669e+01  0.1276
Onset lambda_max=1: V_G = 1.2713 V, N_s = 3.162e+11 /cm^2
Onset N_s, capacitance estimate = 2.826e+11 /cm^2
Working point V_G = 2.0 V: N_s = 6.1504e+12 /cm^2
Lowest subband energies minus E_F = -26.19, 61.00 meV
lambda_max = 11.4373; second eigenvalue = 0.3807
alpha_c = 0.16081; alpha_opt = 0.14884
Measured error gain per unmixed step = 11.4372
Growth per step at 1.05 alpha_c = 1.1000
Error left after 300 steps at 0.95 alpha_c = 5.10e-13 of start
Rate at alpha_opt: measured 0.8510, formula 0.8512
Measured rate at 0.8 and 1.05 alpha_opt = 0.8808, 0.9437
Two-cycle of unmixed iteration: largest swing = 37.416 V
Gate response of leading mode / frozen-density response = 0.08040
1/(1+lambda_max) = 0.08040
Charge centroid = 1.386 nm from the oxide
C_Q, C_g, C_b = 22.235, 1.438, 0.371 uF/cm^2
Capacitance estimate of lambda_max = 12.286
4 nm oxide, same N_s: V_G = 2.7869 V, lambda_max = 18.2014
lambda_max with mesh step 0.125 nm = 11.4157
lambda_max at electron-free start = 143.054
From that start, alpha = 0.01041, 1000 steps: largest error 1.20e-06 V
From that start, alpha = 0.95 alpha_c, 400 steps: largest error 1.78e-15 V
OK
```
